\section*{The CABS Singles Correction for Hartree-Fock Basis Incompleteness, part 1}

(Sections cited here and not found follow in the second part.)

\section{Derivation of the correction}

\subsection{Definitions and conventions}

A Hartree-Fock calculation has been carried out in a finite orbital basis set, the OBS, which spans a space $O$ of real one-particle functions. A larger space $U\supset O$, the union space, is obtained by adding further functions. The complementary auxiliary basis set (CABS) is an orthonormal basis of the orthogonal complement of $O$ in $U$. The quantity to be estimated is
\begin{equation}
\delta E = E_{\mathrm{HF}}(U)-E_{\mathrm{HF}}(O),
\end{equation}
the change in the Hartree-Fock energy on going from the OBS to the union space. This is not the distance to the complete-basis limit, unless $U$ is itself practically complete.

The treatment is nonrelativistic and unrestricted: spin $\sigma=\alpha,\beta$ has its own $n_\sigma$ occupied orbitals. All orbitals are real and orthonormal. For each spin, $i,j$ label occupied orbitals, $a,b$ the unoccupied orbitals of the OBS, $\alpha',\beta'$ CABS orbitals, and $A,B$ any orthonormal set spanning everything in $U$ outside the occupied space. The $A$ therefore include both the $a$ and the $\alpha'$. Greek indices $\mu,\nu,\rho,\tau$ refer to a fixed orthonormal basis of $U$ common to both spins. Atomic units are used, with energies in hartree ($E_{\mathrm h}$), and
\begin{equation}
(pq|rs)=\iint p(\mathbf r)\,q(\mathbf r)\,\frac{1}{|\mathbf r-\mathbf r'|}\,r(\mathbf r')\,s(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\end{equation}

The determinant is described by the density matrices $D^\sigma$, the projectors on the occupied spaces. For symmetric matrices $Y^\alpha,Y^\beta$ define
\begin{align}
J[Y]_{\mu\nu}&=\sum_{\rho\tau}(\mu\nu|\rho\tau)\,(Y^\alpha+Y^\beta)_{\rho\tau},\\
K[Y^\sigma]_{\mu\nu}&=\sum_{\rho\tau}(\mu\rho|\nu\tau)\,Y^\sigma_{\rho\tau},\\
W(X,Y)&=\sum_\sigma \mathrm{tr}\,X^\sigma\bigl(J[Y]-K[Y^\sigma]\bigr).
\end{align}
With $h$ the one-electron Hamiltonian, the energy of a determinant is, apart from the constant nuclear repulsion,
\begin{equation}
E[D]=\sum_\sigma\mathrm{tr}\,hD^\sigma+\tfrac12W(D,D),
\end{equation}
and its Fock matrices are $f^\sigma=h+J[D]-K[D^\sigma]$. Below, $f$ always belongs to the determinant converged in the OBS, but its matrix elements are taken over the whole of $U$. The spin label is suppressed where it is clear; a pair $Ai$ carries the common spin of its two orbitals, and sums over pairs run over both spins. For arrays $x_{Ai}$ and $y_{Ai}$ write $x\cdot y=\sum_{Ai}x_{Ai}y_{Ai}$.

\subsection{Statement}

\paragraph{Theorem 1.} Let the determinant be a stationary point of the Hartree-Fock energy within the OBS. Diagonalize $f$ separately in the occupied space, with eigenvalues $\varepsilon_i$, and in its complement in $U$, with eigenvalues $\varepsilon_A$. Assume $\varepsilon_A>\varepsilon_i$ for every pair of equal spin. Expand the energy in $U$ to second order in orbital rotations and omit the response of the mean field to the rotation. The minimum of the remaining expression lies at the energy change
\begin{equation}
E_S=-\sum_{Ai}\frac{f_{Ai}^2}{\varepsilon_A-\varepsilon_i}\le 0 .
\label{eq:ES}
\end{equation}
The coupling that drives it comes from the CABS, because $f_{ai}=0$.

For a closed shell the two spins contribute equally, and the sum over spatial orbitals acquires a factor of two:
\begin{equation}
E_S=-2\sum_{Ai}^{\text{spatial}}\frac{f_{Ai}^2}{\varepsilon_A-\varepsilon_i}.
\end{equation}

The words ``second order'' need care. Equation~(\ref{eq:ES}) is of second order in the coupling $f_{Ai}$ with the Fock operator held fixed. The omitted response is also quadratic in the rotations, so $E_S$ is not the complete second-order term of the Hartree-Fock energy. The proof keeps the omitted term visible, since it controls the accuracy.

\subsection{The energy as a quadratic function of the density}

\paragraph{Lemma 1.} For any symmetric changes $\delta^\sigma$ of the density matrices,
\begin{equation}
E[D+\delta]=E[D]+\sum_\sigma\mathrm{tr}\,f^\sigma\delta^\sigma+\tfrac12W(\delta,\delta).
\label{eq:quadratic}
\end{equation}

\paragraph{Proof.} The form $W$ is symmetric. Its Coulomb part is symmetric because $(\mu\nu|\rho\tau)=(\rho\tau|\mu\nu)$. In its exchange part, exchanging $X$ and $Y$ and renaming $\mu\leftrightarrow\rho$, $\nu\leftrightarrow\tau$ replaces $(\mu\rho|\nu\tau)$ by $(\rho\mu|\tau\nu)$, which is the same integral for real functions. Hence
\begin{equation}
\tfrac12W(D+\delta,D+\delta)=\tfrac12W(D,D)+W(\delta,D)+\tfrac12W(\delta,\delta).
\end{equation}
The one-electron energy changes by $\sum_\sigma\mathrm{tr}\,h\delta^\sigma$. Together with
$W(\delta,D)=\sum_\sigma\mathrm{tr}\,\delta^\sigma(J[D]-K[D^\sigma])$ this gives $\sum_\sigma\mathrm{tr}\,f^\sigma\delta^\sigma$. $\square$

The trace in Eq.~(\ref{eq:quadratic}) is the energy change in a frozen mean field. The last term is the interaction of the density change with itself.

\subsection{Rotation of the occupied orbitals}

An occupied space near the original one is reached by a rotation that mixes occupied orbitals with the rest of $U$. Mixing occupied orbitals among themselves does not change the determinant, apart from a possible sign. In the basis (occupied, complement), for each spin, let
\begin{equation}
G=\begin{pmatrix}0&-\kappa^{T}\\ \kappa&0\end{pmatrix},\qquad
P=\begin{pmatrix}1&0\\0&0\end{pmatrix}.
\end{equation}
The array $\kappa_{Ai}$ contains the independent parameters. Since $G$ is antisymmetric, $e^G$ is orthogonal and the rotated orbitals remain orthonormal. The new density matrix is
\begin{equation}
e^GPe^{-G}=P+[G,P]+\tfrac12[G,[G,P]]+O(\kappa^3).
\end{equation}
The first commutator is
\begin{equation}
X\equiv[G,P]=
\begin{pmatrix}0&0\\ \kappa&0\end{pmatrix}-
\begin{pmatrix}0&-\kappa^T\\0&0\end{pmatrix}
=\begin{pmatrix}0&\kappa^T\\ \kappa&0\end{pmatrix}.
\end{equation}
For the second, multiplication gives
\begin{equation}
GX=\begin{pmatrix}-\kappa^T\kappa&0\\0&\kappa\kappa^T\end{pmatrix},\qquad
XG=\begin{pmatrix}\kappa^T\kappa&0\\0&-\kappa\kappa^T\end{pmatrix},
\end{equation}
so that
\begin{equation}
\tfrac12[G,X]=\begin{pmatrix}-\kappa^T\kappa&0\\0&\kappa\kappa^T\end{pmatrix}.
\label{eq:D2}
\end{equation}
The upper block removes population from the occupied orbitals and the lower block places the same population in the complement. The two traces cancel, as conservation of the electron number requires.

\paragraph{Lemma 2.} With $g_{Ai}=f_{Ai}$,
\begin{equation}
E(\kappa)=E(0)+2\kappa\cdot g+\kappa\cdot(\Delta+R)\kappa+O(\kappa^3),
\label{eq:expansion}
\end{equation}
where
\begin{align}
(\Delta\kappa)_{Ai}&=\sum_Bf_{AB}\kappa_{Bi}-\sum_j\kappa_{Aj}f_{ji},
\label{eq:Delta}\\
(R\kappa)_{Ai}&=\sum_{Bj}2(Ai|Bj)\kappa_{Bj}
-\sum_{Bj}^{\text{same spin}}\bigl[(AB|ij)+(Aj|Bi)\bigr]\kappa_{Bj}.
\label{eq:R}
\end{align}
The first sum in Eq.~(\ref{eq:R}) runs over both spins of $Bj$. The second contains pairs with the spin of $Ai$.

\paragraph{Proof.} Insert the density change into Eq.~(\ref{eq:quadratic}). The first-order part $X$ has the elements $X_{Ai}=X_{iA}=\kappa_{Ai}$, and $f$ is symmetric, so $\mathrm{tr}\,fX$ summed over spins is $2\kappa\cdot g$. The second-order part, Eq.~(\ref{eq:D2}), contributes
\begin{equation}
\sum_{ABi}f_{AB}\kappa_{Ai}\kappa_{Bi}-\sum_{Aij}f_{ij}\kappa_{Ai}\kappa_{Aj}=\kappa\cdot\Delta\kappa .
\end{equation}

In $\tfrac12W(\delta,\delta)$ the terms through second order come from $\delta=X$ alone. The Coulomb matrix of $X$ has the elements
\begin{equation}
J[X]_{Ai}=\sum_{Bj}\bigl[(Ai|Bj)+(Ai|jB)\bigr]\kappa_{Bj}=2\sum_{Bj}(Ai|Bj)\kappa_{Bj}.
\end{equation}
In the exchange matrix, the two positions of the pair $Bj$ give different integrals:
\begin{equation}
K[X^\sigma]_{Ai}=\sum_{Bj}\bigl[(AB|ij)+(Aj|iB)\bigr]\kappa_{Bj}.
\end{equation}
For real orbitals $(Aj|iB)=(Aj|Bi)$. Hence $J[X]_{Ai}-K[X^\sigma]_{Ai}=(R\kappa)_{Ai}$. In the trace of $X$ with this symmetric matrix, each pair occurs as $Ai$ and as $iA$. The resulting factor 2 cancels the prefactor $\tfrac12$, and the contribution is $\kappa\cdot R\kappa$. $\square$

Equation~(\ref{eq:expansion}) separates two costs of a rotation. The operator $\Delta$ measures the price of lifting electrons into the complement in a fixed field. The operator $R$ describes the change of that field.

\subsection{Proof of Theorem 1}

Consider first rotations inside the OBS, with $\kappa_{\alpha'i}=0$. The determinant is stationary against them, so the linear term $2\sum_{ai}\kappa_{ai}f_{ai}$ vanishes for every choice of $\kappa_{ai}$. This gives the Brillouin condition
\begin{equation}
f_{ai}=0 .
\label{eq:brillouin}
\end{equation}
No such condition holds for $f_{\alpha'i}$, since the OBS calculation could not vary the orbitals in the CABS directions. These elements are half the slope of the energy towards the missing functions.

Now omit $R$ and minimize
\begin{equation}
Q(\kappa)=2\kappa\cdot g+\kappa\cdot\Delta\kappa .
\label{eq:Q}
\end{equation}
The operator $\Delta$ is symmetric because $f$ is symmetric. Setting the derivative of $Q$ with respect to $\kappa_{Ai}$ to zero at $\kappa=t$ gives $2g+2\Delta t=0$, or
\begin{equation}
\sum_Bf_{AB}t_{Bi}-\sum_jt_{Aj}f_{ji}=-f_{Ai}.
\label{eq:amplitude}
\end{equation}
This set of linear equations holds for any orthonormal orbitals within the two spaces. Substituting $\Delta t=-g$ in Eq.~(\ref{eq:Q}) yields
\begin{equation}
Q(t)=2t\cdot g-t\cdot g=t\cdot g .
\label{eq:tg}
\end{equation}

Orthogonal transformations within the occupied space and within the complement transform $g$, $t$ and $\Delta$ together and leave $Q(t)$ unchanged. We may therefore choose the orbitals that diagonalize $f$ in each space. Equation~(\ref{eq:Delta}) then reduces to multiplication by $\varepsilon_A-\varepsilon_i$, and completing the square gives
\begin{equation}
Q(\kappa)=\sum_{Ai}(\varepsilon_A-\varepsilon_i)
\left(\kappa_{Ai}+\frac{f_{Ai}}{\varepsilon_A-\varepsilon_i}\right)^2
-\sum_{Ai}\frac{f_{Ai}^2}{\varepsilon_A-\varepsilon_i}.
\end{equation}
All gaps are positive by assumption. The squares vanish at one point,
\begin{equation}
t_{Ai}=-\frac{f_{Ai}}{\varepsilon_A-\varepsilon_i},
\end{equation}
and the minimum is Eq.~(\ref{eq:ES}). $\square$

If a gap closes, the corresponding denominator vanishes. If it is negative, $Q$ has no minimum. In either case Eq.~(\ref{eq:ES}) loses the justification given here. The small quantity is the amplitude $t_{Ai}$, not the Fock element itself: a large $f_{Ai}$ is harmless if the orbital $A$ lies sufficiently high.

\subsection{The role of the OBS virtual orbitals}

Equation~(\ref{eq:brillouin}) might suggest that the orbitals $a$ can be dropped. For $A=a$, however, Eq.~(\ref{eq:amplitude}) reads
\begin{equation}
\sum_bf_{ab}t_{bi}-\sum_jt_{aj}f_{ji}=-\sum_{\beta'}f_{a\beta'}t_{\beta'i}.
\end{equation}
Mixing with the CABS drives a further mixing with the OBS virtuals through $f_{a\beta'}$. The eigenfunctions labelled $A$ in Eq.~(\ref{eq:ES}) contain both kinds of orbital.

\paragraph{Corollary 1.} Let $E_C$ be the minimum of $Q$ when all $\kappa_{ai}$ are set to zero. Then
\begin{equation}
E_S\le E_C\le0 .
\end{equation}
If $U$ is enlarged to $U'$, with the same OBS determinant and with all gaps still positive, then $E_S(U')\le E_S(U)$.

\paragraph{Proof.} The point $\kappa=0$ is admitted in the restricted search and gives $Q=0$, hence $E_C\le0$. Removing the restriction cannot raise the minimum. The same reasoning applies to the enlargement. The density is unchanged, so the elements of $f$ within $U$ are unchanged, and the old function $Q$ is the new one with the additional rotations set to zero. $\square$

The Fock elements required are also restricted in kind. Since $D$ contains occupied orbitals $k$ alone,
\begin{equation}
f^\sigma_{AB}=h_{AB}+\sum_{k}^{\text{both spins}}(AB|kk)-\sum_k^{\text{spin }\sigma}(Ak|Bk),
\end{equation}
and no two-electron integral has more than two indices outside the occupied space. A self-consistent calculation in $U$, in contrast, changes the occupied orbitals and must rebuild the field.

\subsection{Two perturbative readings}

\paragraph{Corollary 2.} For each spin, multiply the off-diagonal blocks $f_{Ai}$ and $f_{iA}$ by a number $\lambda$, and leave the diagonal blocks unchanged. The sum of the $n_\sigma$ lowest eigenvalues of the resulting matrices $M^\sigma(\lambda)$, added over the spins, changes by
\begin{equation}
\lambda^2E_S+O(\lambda^4).
\label{eq:shift}
\end{equation}

\paragraph{Proof.} For a symmetric matrix $M$ with eigenvalues $m_k$ and a projector $P'$ of rank $n$, one has $\mathrm{tr}\,MP'=\sum_km_kP'_{kk}$ in the eigenbasis of $M$. The numbers $P'_{kk}$ lie between 0 and 1 and add up to $n$. The smallest possible trace is therefore the sum of the $n$ lowest eigenvalues. At $\lambda=0$ the gap condition makes the occupied projector the unique minimizer, so at small $\lambda$ the minimizer is near it and has the form $e^GPe^{-G}$.

Each commutator with $G$ turns block-diagonal matrices into off-diagonal ones and conversely. Even orders of the density therefore meet the diagonal blocks of $M$, and odd orders meet $\lambda f_{Ai}$. Hence
\begin{equation}
\sum_\sigma\mathrm{tr}\,M^\sigma(\lambda)e^GPe^{-G}
=\sum_i\varepsilon_i+2\lambda\kappa\cdot g+\kappa\cdot\Delta\kappa
+O(\lambda\kappa^3)+O(\kappa^4).
\end{equation}
The minimum lies at $\kappa=\lambda t+O(\lambda^3)$, with the value $\sum_i\varepsilon_i+\lambda^2E_S+O(\lambda^4)$. $\square$

A sum of orbital energies is not a Hartree-Fock energy, because it counts electron repulsion twice. Its change can serve here because Lemma 1 relates the frozen-field part of the energy change to $\mathrm{tr}\,f\delta$, without double counting. What is missing is $\tfrac12W(\delta,\delta)$.

\paragraph{Remark.} The same formula is the singles contribution in second-order perturbation theory with the block-diagonal Fock operator as zeroth-order Hamiltonian. To first order in $\kappa$, the rotated determinant is $\Phi+\sum_{Ai}\kappa_{Ai}\Phi_i^A$, where $\Phi_i^A$ has $i$ replaced by $A$. The linear energy change is thus $2\sum_{Ai}\kappa_{Ai}\langle\Phi_i^A|\hat H|\Phi\rangle$. Comparison with Eq.~(\ref{eq:expansion}) shows that the matrix element is $f_{Ai}$. The zeroth-order excitation energy is $\varepsilon_A-\varepsilon_i$, and the sum of minus the squared coupling over this energy is Eq.~(\ref{eq:ES}). Double excitations with independent amplitudes describe electron correlation and are not part of $\delta E$. The rotated determinant also contains double excitations, but their amplitudes are products of the $\kappa_{Ai}$; at second order their coupling to $\Phi$ belongs to the omitted response $R$.

\section{Accuracy, limits and the fluorine atom}

\subsection{Results carried over}

The occupied orbitals of the OBS determinant are labelled $i,j$, and all other orbitals of the union space $U$ are labelled $A,B$. The array $g_{Ai}=f_{Ai}$ contains the Fock couplings, and $\kappa_{Ai}$ contains orbital rotations. The product $x\cdot y$ sums over all pairs and both spins. The energy has the expansion
\begin{equation}
E(\kappa)=E(0)+2\kappa\cdot g+\kappa\cdot H\kappa+O(\kappa^3),\qquad H=\Delta+R .
\label{eq:recap}
\end{equation}
Here $\Delta$ multiplies by the orbital gaps $\varepsilon_A-\varepsilon_i>0$ when $f$ is diagonal in each block, and $R$ is the response of the Coulomb and exchange fields. The CABS singles correction omits $R$:
\begin{equation}
t=-\Delta^{-1}g,\qquad E_S=t\cdot g=-g\cdot\Delta^{-1}g .
\end{equation}
It estimates $\delta E=E_{\mathrm{HF}}(U)-E_{\mathrm{HF}}(O)$.

\subsection{The neglected response}

Let $X^\sigma$ again be the first-order density change. Its Coulomb contribution to $\kappa\cdot R\kappa$ is half the electrostatic interaction of the density
\begin{equation}
\rho_1(\mathbf r)=2\sum_{Ai}\kappa_{Ai}\,A(\mathbf r)\,i(\mathbf r)
\end{equation}
with itself. It is nonnegative, because the Fourier transform of $1/r$ is $4\pi/k^2>0$ and the interaction is an integral of $|\tilde\rho_1(\mathbf k)|^2/k^2$ with a positive prefactor. For the exchange part, set
\begin{equation}
\gamma_\sigma(\mathbf r,\mathbf r')=\sum_{\mu\nu}X^\sigma_{\mu\nu}\,\mu(\mathbf r)\,\nu(\mathbf r').
\end{equation}
The definition of $K$ then gives the contribution
\begin{equation}
-\frac12\sum_\sigma\iint\frac{\gamma_\sigma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'\le0 .
\end{equation}
The Coulomb response stiffens the energy against rotation and the exchange response softens it. The sign of their sum depends on the system and on the direction of the rotation.

Inserting the uncoupled step $t$ in Eq.~(\ref{eq:recap}) gives
\begin{equation}
E(t)=E(0)+E_S+t\cdot Rt+O(t^3),
\label{eq:onestep}
\end{equation}
because $2t\cdot g+t\cdot\Delta t=2E_S-E_S$. The left-hand side is the energy of a determinant in $U$. It is an upper bound to $E_{\mathrm{HF}}(U)$ if the latter is the lowest energy of any determinant with the given spin occupations. The number $E(0)+E_S$ is not the energy of this determinant, since it lacks $t\cdot Rt$ and the higher orders, and the derivation gives it no bounding property.

The CABS singles correction $E_S$ has been derived as the minimum of the second-order energy expansion without the field response $R$, whose Coulomb part is nonnegative and whose exchange part is nonpositive. It remains to restore $R$ in a coupled step, to determine the accuracy of $E_S$ near the union minimum, and to test the estimates on the fluorine atom.
